# The Bargmann-Michel-Telegdi Equation and the Magic Momentum of the Muon: a numerical check

```python
"""
Result under test: the Bargmann-Michel-Telegdi (BMT) spin equation
  dS^mu/dtau = (q/m)[(1+a) F^{mu nu} S_nu + a u^mu (S_l F^{l n} u_n)]
and its consequence that the spin turns relative to the velocity at
  W = -(q/m)[a B - a g/(g+1) (v.B) v - (a - 1/(g^2-1)) v x E],
so that E drops out at g = sqrt(1+1/a), momentum p = m c/sqrt(a).
Symbols: S spin four-vector, s rest-frame spin, u four-velocity, v velocity,
g Lorentz factor, a magnetic anomaly, E and B laboratory fields.
Metric (+,-,-,-). Inside the functions c = 1 and q/m = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.spatial.transform import Rotation


def cross(p, q):
    return np.array([p[1]*q[2] - p[2]*q[1],
                     p[2]*q[0] - p[0]*q[2],
                     p[0]*q[1] - p[1]*q[0]])


def covariant_rhs(tau, y, field, a):
    """State: position (3), four-velocity (4), spin four-vector (4)."""
    E, B = field(y[:3])
    u0, u, S0, S = y[3], y[4:7], y[7], y[8:11]
    du0 = u @ E
    du = u0*E + cross(u, B)
    SFu = S0*du0 - S @ du
    dS0 = (1 + a)*(S @ E) + a*SFu*u0
    dS = (1 + a)*(S0*E + cross(S, B)) + a*SFu*u
    return np.concatenate((u, [du0], du, [dS0], dS))


def boost(u):
    """Matrix taking rest-frame components to the frame where velocity is u."""
    g = np.sqrt(1 + u @ u)
    L = np.eye(4)
    L[0, 0] = g
    L[0, 1:] = L[1:, 0] = u
    L[1:, 1:] += np.outer(u, u)/(g + 1)
    return L


def start_state(x, u, s):
    L = boost(u)
    return np.concatenate((x, L[:, 0], L @ np.concatenate(([0.0], s))))


def rest_spin(y):
    """Boost the spin four-vector back to the rest frame."""
    return (boost(-y[4:7]) @ y[7:11])[1:]


def integrate(y, field, a, end, times=None):
    sol = solve_ivp(covariant_rhs, (0, end), y, method="DOP853",
                    args=(field, a), rtol=1e-13, atol=1e-13, t_eval=times)
    assert sol.success
    return sol.y


def spin_rate(u, E, B, a):
    g = np.sqrt(1 + u @ u)
    v = u/g
    return -((a + 1/g)*B - a*g/(g + 1)*(v @ B)*v
             - (a + 1/(g + 1))*cross(v, E))


def turn_rate(u, E, B):
    g = np.sqrt(1 + u @ u)
    v = u/g
    return -(B - cross(v, E)/(v @ v))/g


def relative_rate(u, E, B, a):
    g = np.sqrt(1 + u @ u)
    v = u/g
    return -(a*B - a*g/(g + 1)*(v @ B)*v
             - (a - 1/(g*g - 1))*cross(v, E))


rng = np.random.default_rng(7)
origin = np.zeros(3)

# Covariant equation against the rest-frame torque carried by explicit boosts
worst_boost = 0.0
for trial in range(20):
    u, E, B, s = rng.normal(size=(4, 3))
    s /= np.linalg.norm(s)
    a = rng.uniform(-0.5, 2.0)
    F = np.array([[0, -E[0], -E[1], -E[2]],
                  [E[0], 0, -B[2], B[1]],
                  [E[1], B[2], 0, -B[0]],
                  [E[2], -B[1], B[0], 0]])
    back = boost(-u)
    Fr = back @ F @ back.T
    E_rest = Fr[1:, 0]
    B_rest = np.array([Fr[3, 2], Fr[1, 3], Fr[2, 1]])
    h = 1e-5
    ends = []
    for step in (h, -h):
        turned = Rotation.from_rotvec(-(1 + a)*B_rest*step).apply(s)
        ends.append(boost(E_rest*step) @ np.concatenate(([0.0], turned)))
    from_rest = boost(u) @ (ends[0] - ends[1])/(2*h)
    y = start_state(origin, u, s)
    rhs = covariant_rhs(0, y, lambda x: (E, B), a)[7:11]
    error = np.max(np.abs(from_rest - rhs))/(1 + np.max(np.abs(rhs)))
    worst_boost = max(worst_boost, error)
assert worst_boost < 1e-6

# Three-vector precession law against complete covariant trajectories
worst_path = 0.0
for trial in range(5):
    u, E, B, s = rng.normal(size=(4, 3))
    E, B, s = 0.4*E, 0.6*B, s/np.linalg.norm(s)
    a = rng.uniform(-0.5, 2.0)
    y_end = integrate(start_state(origin, u, s), lambda x: (E, B), a, 2.0)[:, -1]

    def vector_rhs(tau, z):
        w = z[:3]
        g = np.sqrt(1 + w @ w)
        return np.concatenate((g*E + cross(w, B),
                               g*cross(spin_rate(w, E, B, a), z[3:])))
    z_end = solve_ivp(vector_rhs, (0, 2.0), np.concatenate((u, s)),
                      method="DOP853", rtol=1e-12, atol=1e-12).y[:, -1]
    worst_path = max(worst_path, np.max(np.abs(rest_spin(y_end) - z_end[3:])))
assert worst_path < 1e-7

# Turning of the velocity and change of helicity by finite differences;
# the electric field has components both along and across the velocity
a_test = 0.5
n = np.array([2.0, 1.0, 2.0])/3
s = np.array([1.0, 2.0, -2.0])/3
E = np.array([0.4, 0.7, -0.3])
B = np.array([0.2, -0.5, 0.6])


def direction_and_helicity_rates(u, E_used):
    h = 1e-4
    found = []
    for step in (h, -h):
        y = integrate(start_state(origin, u, s), lambda x: (E_used, B),
                      a_test, step)[:, -1]
        direction = y[4:7]/np.linalg.norm(y[4:7])
        found.append(np.append(direction, direction @ rest_spin(y)))
    rate = (found[0] - found[1])/(2*h*np.sqrt(1 + u @ u))
    return rate[:3], rate[3]


effect_of_E = {}
for ratio in (0.5, 1.0, 2.0):
    u = n*ratio/np.sqrt(a_test)
    speed = np.linalg.norm(u)/np.sqrt(1 + u @ u)
    dn, dh = direction_and_helicity_rates(u, E)
    dh_no_E = direction_and_helicity_rates(u, 0*E)[1]
    assert np.allclose(dn, cross(turn_rate(u, E, B), n), atol=1e-6)
    assert abs(dh - s @ cross(n, relative_rate(u, E, B, a_test))) < 1e-6
    s_across = s - (s @ n)*n
    helicity_law = -s_across @ (a_test*cross(n, B)
                                + ((1 + a_test)*speed - 1/speed)*E)
    assert abs(dh - helicity_law) < 1e-6
    effect_of_E[ratio] = dh - dh_no_E
assert abs(effect_of_E[1.0]) < 1e-6
assert min(abs(effect_of_E[0.5]), abs(effect_of_E[2.0])) > 0.1

# Dirac-Pauli levels in a uniform magnetic field, hbar = c = m = 1
size, field_strength, a_level = 60, 0.1, 0.3
lower = np.diag(np.sqrt(np.arange(1.0, size)), 1)
one = np.eye(size)
sigma_pi = np.sqrt(2*field_strength)*(
    np.kron([[0, 1], [0, 0]], lower.T) + np.kron([[0, 0], [1, 0]], lower))
tau_x, tau_z = np.array([[0, 1], [1, 0]]), np.diag([1, -1])
H = (np.kron(tau_x, sigma_pi) + np.kron(tau_z, np.eye(2*size))
     - a_level*field_strength/2*np.kron(tau_z, np.kron(tau_z, one)))
levels = []
for k in (1, 10, 40):
    idx = [k, size + k - 1, 2*size + k, 3*size + k - 1]
    block = H[np.ix_(idx, idx)]
    assert np.isclose(np.abs(H[:, idx]).sum(), np.abs(block).sum())
    energy = np.linalg.eigvalsh(block)
    splitting = (energy[3] - energy[2])/field_strength
    mean_energy = (energy[3] + energy[2])/2
    assert abs(splitting - a_level) < 1e-10
    assert abs(mean_energy - np.sqrt(1 + 2*k*field_strength)) < 1e-10
    levels.append((k, mean_energy, splitting))

# Muon in a ring: vertical B, outward radial E of constant size
pc = const.physical_constants
a_mu = pc["muon mag. mom. anomaly"][0]
m_mu = pc["muon mass"][0]
mc2_mu = pc["muon mass energy equivalent in MeV"][0]/1000
B_ring, E_ring = 1.5, 3.0e6
e_ratio = E_ring/(const.c*B_ring)
unit_rate = const.e*B_ring/m_mu


def ring_run(ratio, e):
    """Orbital and spin rates and radius, in units made from qB/m and c."""
    p = ratio/np.sqrt(a_mu)
    g = np.sqrt(1 + p*p)
    beta = p/g
    radius = g*beta**2/(beta - e)
    up = np.array([0.0, 0.0, 1.0])

    def field(x):
        return e*np.array([x[0], x[1], 0.0])/np.hypot(x[0], x[1]), up
    y = start_state(np.array([radius, 0.0, 0.0]), np.array([0.0, -p, 0.0]),
                    np.array([0.0, -1.0, 0.0]))
    taus = np.linspace(0, 6*np.pi, 61)
    path = integrate(y, field, a_mu, taus[-1], taus)
    assert np.max(np.abs(np.hypot(path[0], path[1])/radius - 1)) < 1e-8
    spins = np.array([rest_spin(col) for col in path.T])
    orbit = np.unwrap(np.arctan2(path[5], path[4]))
    spin = np.unwrap(np.arctan2(spins[:, 1], spins[:, 0]))
    duration = g*taus[-1]
    return ((orbit[0] - orbit[-1])/duration,
            (spin[0] - spin[-1])/duration, radius)


def shift_by_E(ratio):
    orbit, spin, _ = ring_run(ratio, e_ratio)
    orbit0, spin0, _ = ring_run(ratio, 0.0)
    return (spin - orbit)/(spin0 - orbit0) - 1


table = []
for ratio in (0.5, 0.99, 1.0, 1.01, 2.0):
    p = ratio/np.sqrt(a_mu)
    beta = p/np.sqrt(1 + p*p)
    predicted = -(1 - 1/ratio**2)*beta*e_ratio
    measured = shift_by_E(ratio)
    # the bound covers integration error, far below the off-magic shifts
    assert abs(measured - predicted) < 1e-7
    table.append((ratio, measured, predicted))

gamma_magic = np.sqrt(1 + 1/a_mu)
p_magic = mc2_mu/np.sqrt(a_mu)
root = brentq(shift_by_E, 0.8, 1.3, xtol=1e-7)
assert abs(root - 1) < 5e-5
assert abs(p_magic - 3.094) < 5e-4

orbit0, spin0, radius0 = ring_run(1.0, 0.0)
orbit1, spin1, radius1 = ring_run(1.0, e_ratio)
beta_magic = np.sqrt(1 - 1/gamma_magic**2)
assert abs(spin0 - orbit0 - a_mu) < 1e-7*a_mu
assert abs(orbit1/orbit0 - (1 - e_ratio/beta_magic)) < 1e-8
assert abs((spin1 - spin0) - (orbit1 - orbit0)) < 1e-7*a_mu

to_kHz = unit_rate/(2*np.pi)/1e3
to_metre = const.c/unit_rate
print(f"largest relative error, BMT against boosted torque: {worst_boost:.1e}")
print(f"largest error, spin vector along trajectories: {worst_path:.1e}")
print(f"helicity test: a = {a_test}, fields in units with q/m = c = 1")
for ratio, value in effect_of_E.items():
    print(f"  p/p_magic = {ratio:.1f}: helicity rate due to E = {value:+.6f}")
print(f"Dirac-Pauli levels: a = {a_level}, hbar q B/(m^2 c^2) = {field_strength}")
for k, energy, splitting in levels:
    print(f"  n = {k:2d}: mean energy/(m c^2) = {energy:.5f}, "
          f"splitting/(hbar q B/m) = {splitting:.8f}")
print(f"muon anomaly a = {a_mu:.8f}")
print(f"muon rest energy = {mc2_mu:.7f} GeV")
print(f"magic Lorentz factor = {gamma_magic:.4f}")
print(f"magic speed v/c = {beta_magic:.7f}")
print(f"magic momentum m c/sqrt(a) = {p_magic:.4f} GeV/c")
print(f"magic momentum from root search = {root*p_magic:.4f} GeV/c")
print(f"ring field B = {B_ring} T, radial field E = {E_ring/1e6:.1f} MV/m")
print(f"E/(c B) = {e_ratio:.6f}")
print(f"q B/m = {unit_rate:.5e} rad/s")
print("at the magic momentum, frequencies (rate/2 pi):")
for name, orbit, spin, radius in (("E off", orbit0, spin0, radius0),
                                  ("E on ", orbit1, spin1, radius1)):
    print(f"  {name}: orbit {orbit*to_kHz:.3f} kHz, spin {spin*to_kHz:.3f} kHz")
    print(f"  {name}: relative {(spin - orbit)*to_kHz:.4f} kHz, "
          f"radius {radius*to_metre:.4f} m")
print("relative shift of the anomalous frequency caused by E (ppm):")
for ratio, measured, predicted in table:
    print(f"  p/p_magic = {ratio:.2f}: integrated {measured*1e6:+.2f}, "
          f"formula {predicted*1e6 + 0.0:+.2f}")
a_e = pc["electron mag. mom. anomaly"][0]
p_e = pc["electron mass energy equivalent in MeV"][0]/np.sqrt(a_e)/1000
a_p = pc["proton mag. mom. to nuclear magneton ratio"][0] - 1
p_p = pc["proton mass energy equivalent in MeV"][0]/np.sqrt(a_p)/1000
print(f"electron: a = {a_e:.8f}, magic momentum = {p_e:.5f} GeV/c")
print(f"proton: a = {a_p:.6f}, magic momentum = {p_p:.5f} GeV/c")
print("no test failed")
```

Running it gives:

```
largest relative error, BMT against boosted torque: 9.9e-09
largest error, spin vector along trajectories: 1.7e-12
helicity test: a = 0.5, fields in units with q/m = c = 1
  p/p_magic = 0.5: helicity rate due to E = +0.692820
  p/p_magic = 1.0: helicity rate due to E = -0.000000
  p/p_magic = 2.0: helicity rate due to E = -0.282843
Dirac-Pauli levels: a = 0.3, hbar q B/(m^2 c^2) = 0.1
  n =  1: mean energy/(m c^2) = 1.09545, splitting/(hbar q B/m) = 0.30000000
  n = 10: mean energy/(m c^2) = 1.73205, splitting/(hbar q B/m) = 0.30000000
  n = 40: mean energy/(m c^2) = 3.00000, splitting/(hbar q B/m) = 0.30000000
muon anomaly a = 0.00116592
muon rest energy = 0.1056584 GeV
magic Lorentz factor = 29.3034
magic speed v/c = 0.9994175
magic momentum m c/sqrt(a) = 3.0944 GeV/c
magic momentum from root search = 3.0944 GeV/c
ring field B = 1.5 T, radial field E = 3.0 MV/m
E/(c B) = 0.006671
q B/m = 1.27594e+09 rad/s
at the magic momentum, frequencies (rate/2 pi):
  E off: orbit 6929.954 kHz, spin 7166.719 kHz
  E off: relative 236.7652 kHz, radius 6.8811 m
  E on : orbit 6883.695 kHz, spin 7120.460 kHz
  E on : relative 236.7652 kHz, radius 6.9273 m
relative shift of the anomalous frequency caused by E (ppm):
  p/p_magic = 0.50: integrated +19967.34, formula +19967.34
  p/p_magic = 0.99: integrated +135.37, formula +135.37
  p/p_magic = 1.00: integrated -0.00, formula +0.00
  p/p_magic = 1.01: integrated -131.38, formula -131.38
  p/p_magic = 2.00: integrated -5002.73, formula -5002.73
electron: a = 0.00115965, magic momentum = 0.01501 GeV/c
proton: a = 1.792847, magic momentum = 0.70074 GeV/c
no test failed
```
